# Helium MP2 partial waves and their large-angular-momentum limit: verification in Python

```python
# Result under test: the helium MP2 energy is the sum over l of
#   E_l = (2l+1) sum_ab K_ab^2 / (2 e_s - e_a - e_b),
# with K the radial exchange matrix, and for lam = l + 1/2 at large l
#   E_l = -A/lam^4 - B/lam^6 + ..., A = (3/8) integral r P_s(r)^4 dr.
# The sum, including its tail, is tested against -0.03738 hartree.
# P_s: normalized occupied radial function; e_s: its orbital energy;
# a,b: virtual radial functions of angular momentum l; atomic units.
import numpy as np
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import zeta
from scipy.constants import physical_constants
from pyscf import gto, scf, mp

NUCLEAR_CHARGE = 2.0
BOX = 15.0
DEGREE = 7
GAUSS = 16
STRETCH = 4.0


class RadialHelium:
    def __init__(self, cells):
        self.cells = cells
        grid = np.linspace(0.0, 1.0, cells + 1)
        edges = BOX * np.expm1(STRETCH * grid) / np.expm1(STRETCH)
        edges[-1] = BOX
        knots = np.r_[np.zeros(DEGREE), edges, np.full(DEGREE, BOX)]
        count = len(knots) - DEGREE - 1
        spline = BSpline(knots, np.eye(count), DEGREE)
        x, w = np.polynomial.legendre.leggauss(GAUSS)
        x, w = (x + 1) / 2, w / 2
        width = np.diff(edges)[:, None]
        self.r = (edges[:-1, None] + width * x).ravel()
        self.w = (width * w).ravel()
        left = np.repeat(edges[:-1], GAUSS)
        # A separate Gauss rule from the left cell edge to each outer node.
        span = (self.r - left)[:, None]
        self.r_in = left[:, None] + span * x
        self.w_in = span * w
        # Removing the end splines imposes P(0) = P(BOX) = 0.
        self.b = spline(self.r)[:, 1:-1]
        slope = spline(self.r, 1)[:, 1:-1]
        self.b_in = spline(self.r_in)[:, :, 1:-1]
        cell = np.repeat(np.arange(cells), GAUSS)
        self.earlier = cell[:, None] > cell[None, :]
        self.overlap = self.local(np.ones_like(self.r))
        self.kinetic = 0.5 * slope.T @ (self.w[:, None] * slope)
        self.nuclear = self.local(-NUCLEAR_CHARGE / self.r)
        self.solve_hf()

    def local(self, potential):
        return self.b.T @ ((self.w * potential)[:, None] * self.b)

    def running_integral(self, outer, inner):
        full = (self.w * outer).reshape(self.cells, GAUSS).sum(axis=1)
        before = np.repeat(np.cumsum(full) - full, GAUSS)
        return before + (self.w_in * inner).sum(axis=1), full.sum()

    def coulomb(self, c):
        density = (self.b @ c)**2
        density_in = (self.b_in @ c)**2
        charge, _ = self.running_integral(density, density_in)
        part, total = self.running_integral(density / self.r,
                                            density_in / self.r_in)
        return self.local(charge / self.r + total - part)

    def solve_hf(self):
        core = self.kinetic + self.nuclear
        _, vectors = eigh(core, self.overlap)
        c = vectors[:, 0]
        old = 0.0
        for _ in range(100):
            j = self.coulomb(c)
            values, vectors = eigh(core + j, self.overlap)
            c = vectors[:, 0]
            if abs(values[0] - old) < 1e-12:
                break
            old = values[0]
        else:
            raise RuntimeError("Hartree-Fock iteration did not converge")
        self.c = c
        self.j = self.coulomb(c)
        self.e_s = c @ (core + self.j) @ c
        self.t = 2 * c @ self.kinetic @ c
        self.e_hf = 2 * c @ core @ c + c @ self.j @ c

    def exchange(self, l):
        p = self.b @ self.c
        p_in = self.b_in @ self.c
        rho = p[:, None] * self.b
        ratio = np.minimum(self.r[None, :] / self.r[:, None], 1.0)
        kernel = self.earlier * ratio**l / self.r[:, None]
        lower = kernel @ (self.w[:, None] * rho)
        factor = ((self.r_in / self.r[:, None])**l
                  * self.w_in * p_in / self.r[:, None])
        lower += np.einsum("gq,gqn->gn", factor, self.b_in)
        half = rho.T @ (self.w[:, None] * lower)
        return (half + half.T) / (2 * l + 1)

    def partial_wave(self, l):
        k = self.exchange(l)
        fock = (self.kinetic + self.nuclear + 2 * self.j - k
                + self.local(l * (l + 1) / (2 * self.r**2)))
        energies, vectors = eigh(fock, self.overlap)
        if l == 0:
            assert abs(energies[0] - self.e_s) < 1e-8
            energies, vectors = energies[1:], vectors[:, 1:]
        pair = vectors.T @ k @ vectors
        gap = 2 * self.e_s - energies[:, None] - energies[None, :]
        assert np.max(gap) < 0
        return (2 * l + 1) * np.sum(pair**2 / gap)


fine = RadialHelium(100)
waves = np.array([fine.partial_wave(l) for l in range(13)])
coarse = RadialHelium(60)
coarse_waves = np.array([coarse.partial_wave(l) for l in range(9)])
sum8 = waves[:9].sum()
mesh_change = sum8 - coarse_waves.sum()
assert abs(mesh_change) < 1e-7
assert abs(fine.e_hf + fine.t) < 1e-7  # virial theorem

# Independent Gaussian integrals and MP2 code, one angular shell at a time.
shells = [(0, 0.10, 2.2, 16), (1, 0.20, 1.9, 11), (2, 0.30, 1.9, 9)]
basis, gaussian_sums = [], []
for l, smallest, factor, number in shells:
    basis += [[l, [smallest * factor**n, 1.0]] for n in range(number)]
    atom = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
    mean_field = scf.RHF(atom)
    mean_field.conv_tol = 1e-11
    gaussian_hf = mean_field.kernel()
    assert mean_field.converged
    gaussian_sums.append(mp.MP2(mean_field).kernel()[0])
gaussian_waves = np.diff(np.r_[0.0, gaussian_sums])
assert abs(gaussian_hf - fine.e_hf) < 2e-5
# Remaining difference is the finite radial Gaussian basis.
assert np.max(np.abs(gaussian_waves - waves[:3])) < 2e-5

# Large-l coefficient from the orbital, against computed energies.
p_s = fine.b @ fine.c
a_coef = 0.375 * np.sum(fine.w * fine.r * p_s**4)
lam = np.arange(13) + 0.5
scaled = -waves * lam**4
a_even = ((lam[12]**2 * scaled[12] - lam[8]**2 * scaled[8])
          / (lam[12]**2 - lam[8]**2))
a_odd = ((lam[12] * scaled[12] - lam[8] * scaled[8])
         / (lam[12] - lam[8]))
assert abs(a_even / a_coef - 1) < 2e-3
assert abs(a_even - a_coef) < abs(a_odd - a_coef) / 3

# Tail built only from the orbital and E_8, tested on later waves.
b_coef = (scaled[8] - a_coef) * lam[8]**2
predicted = -a_coef / lam[9:]**4 - b_coef / lam[9:]**6
assert abs(predicted.sum() / waves[9:].sum() - 1) < 2e-3
tail = -a_coef * zeta(4, 9.5) - b_coef * zeta(6, 9.5)
total = sum8 + tail
b12 = (scaled[12] - a_coef) * lam[12]**2
total12 = (waves.sum() - a_coef * zeta(4, 13.5)
           - b12 * zeta(6, 13.5))
simple_tail = -a_coef / (3 * 9**3)
assert abs(total - total12) < 2e-7
assert abs(simple_tail / tail - 1) < 0.05
assert abs(total - (-0.03738)) < 5e-6

print(f"Nuclear charge: {NUCLEAR_CHARGE:.0f} e")
print(f"Box radius: {BOX:.1f} bohr")
print(f"Spline degree: {DEGREE} (dimensionless)")
print(f"Fine, coarse mesh: {fine.cells}, {coarse.cells} cells")
print(f"Radial functions per l, fine mesh: {fine.b.shape[1]}")
print(f"HF energy: {fine.e_hf:.8f} hartree")
print(f"Occupied orbital energy: {fine.e_s:.8f} hartree")
print(f"HF kinetic energy: {fine.t:.8f} hartree")
print("l | E_l (hartree) | sum (hartree) | -lam^4 E_l (hartree)")
for l in range(9):
    print(f"{l} | {waves[l]:.9f} | {waves[:l+1].sum():.9f}"
          f" | {scaled[l]:.6f}")
print(f"Fine minus coarse sum, l<=8: {mesh_change:.2e} hartree")
for l in range(3):
    print(f"Gaussian E_{l}: {gaussian_waves[l]:.8f} hartree")
print(f"A from orbital: {a_coef:.7f} hartree")
print(f"A from waves, 1/lam^2 extrapolation: {a_even:.7f} hartree")
print(f"A from waves, 1/lam extrapolation: {a_odd:.7f} hartree")
print(f"B from E_8: {b_coef:.6f} hartree")
print(f"Predicted sum l=9..12: {predicted.sum():.9f} hartree")
print(f"Computed sum l=9..12: {waves[9:].sum():.9f} hartree")
print(f"Simple tail -A/(3*9^3): {simple_tail:.9f} hartree")
print(f"Tail beyond l=8: {tail:.9f} hartree")
print(f"Tail share of total: {100 * tail / total:.4f} percent")
print(f"MP2 total from l<=8 and tail: {total:.8f} hartree")
print(f"MP2 total from l<=12 and tail: {total12:.8f} hartree")
ev = physical_constants["Hartree energy in eV"][0]
print(f"MP2 total from l<=8 and tail: {total * ev:.6f} eV")
print("verified")
```

It prints:

```
Nuclear charge: 2 e
Box radius: 15.0 bohr
Spline degree: 7 (dimensionless)
Fine, coarse mesh: 100, 60 cells
Radial functions per l, fine mesh: 105
HF energy: -2.86168000 hartree
Occupied orbital energy: -0.91795556 hartree
HF kinetic energy: 2.86168000 hartree
l | E_l (hartree) | sum (hartree) | -lam^4 E_l (hartree)
0 | -0.013497818 | -0.013497818 | 0.000844
1 | -0.018979960 | -0.032477778 | 0.096086
2 | -0.003193830 | -0.035671608 | 0.124759
3 | -0.000933336 | -0.036604943 | 0.140059
4 | -0.000362158 | -0.036967102 | 0.148508
5 | -0.000167758 | -0.037134860 | 0.153509
6 | -0.000087765 | -0.037222625 | 0.156666
7 | -0.000050178 | -0.037272803 | 0.158766
8 | -0.000030694 | -0.037303497 | 0.160225
Fine minus coarse sum, l<=8: -5.78e-08 hartree
Gaussian E_0: -0.01349589 hartree
Gaussian E_1: -0.01897822 hartree
Gaussian E_2: -0.00319075 hartree
A from orbital: 0.1657867 hartree
A from waves, 1/lam^2 extrapolation: 0.1655666 hartree
A from waves, 1/lam extrapolation: 0.1691989 hartree
B from E_8: -0.401836 hartree
Predicted sum l=9..12: -0.000049138 hartree
Computed sum l=9..12: -0.000049112 hartree
Simple tail -A/(3*9^3): -0.000075806 hartree
Tail beyond l=8: -0.000074002 hartree
Tail share of total: 0.1980 percent
MP2 total from l<=8 and tail: -0.03737750 hartree
MP2 total from l<=12 and tail: -0.03737746 hartree
MP2 total from l<=8 and tail: -1.017094 eV
verified
```
